# Fock Exchange for Two-Component Spinors and Its Behaviour under Spin Rotation, part 2

We consider electrons in one Slater determinant built from orthonormal two-component spinors $\varphi_i$. Their components are $\varphi_i^{\sigma}(r)$, with $\sigma$ up or down along a chosen $z$ axis, and the spin direction may differ from orbital to orbital or from place to place. In atomic units the repulsion is $w(r,r')=1/|r-r'|$, which does not act on spin. The density matrix is

$$\gamma^{\sigma\tau}(r,r')=\sum_i\varphi_i^{\sigma}(r)\,\varphi_i^{\tau}(r')^* ,$$

and it satisfies $\gamma^{\tau\sigma}(r',r)=\gamma^{\sigma\tau}(r,r')^*$. Without spin labels, $\gamma(r,r')$ means the $2\times2$ matrix with blocks $\uparrow\uparrow$, $\uparrow\downarrow$, $\downarrow\uparrow$ and $\downarrow\downarrow$. The exchange kernel and energy are

$$K^{\sigma\tau}(r,r')=-w(r,r')\,\gamma^{\sigma\tau}(r,r'),\qquad E_x=\tfrac12\mathrm{Tr}(K\gamma)=-\frac12\sum_{\sigma\tau}\iint w(r,r')\,|\gamma^{\sigma\tau}(r,r')|^2\,dr\,dr'.$$

Here $\mathrm{Tr}$ sums over spin and integrates over position, while $\mathrm{tr}$ is the trace over spin alone. The minus sign is kept inside $K$, so $K$ is added to the other terms of the Fock operator. The Hartree energy is

$$E_H=\frac12\iint n(r)\,n(r')\,w(r,r')\,dr\,dr',\qquad n(r)=\sum_{i\sigma}|\varphi_i^{\sigma}(r)|^2 .$$

Its operator $J$ multiplies both spin components by $\int n(r')\,w(r,r')\,dr'$. The total repulsion energy is $E_H+E_x$.

An example used earlier with random orbitals returns below: three electrons and three hydrogen atoms at the corners of an equilateral triangle with side 4 bohr, in the 6-31G basis (six spatial functions, or twelve with spin).

The question now to be answered is this:

**Q:** I have been told that this operator is invariant under a global spin rotation. Yet its kernel is proportional to $\gamma$, and $\gamma$ surely changes when I turn the spins. Which is it?

**A:** Your suspicion is right. A global rotation applies one constant matrix $U$, unitary with determinant one, to every orbital: $\varphi_i\to U\varphi_i$. The column in $\gamma$ acquires $U$ on the left, and the conjugated row acquires $U^\dagger$ on the right:

$$\gamma'(r,r')=U\,\gamma(r,r')\,U^\dagger .$$

The factor $w$ is a number as far as spin is concerned, so it commutes with $U$:

$$K[\gamma'](r,r')=-w(r,r')\,U\gamma(r,r')U^\dagger=U\,K[\gamma](r,r')\,U^\dagger .$$

The operator turns with the state. This is called covariance. The energy does not change, since the trace is cyclic and $U^\dagger U=1$:

$$E_x[\gamma']=\tfrac12\mathrm{Tr}(UKU^\dagger\,U\gamma U^\dagger)=\tfrac12\mathrm{Tr}(K\gamma)=E_x[\gamma].$$

So the energy is invariant, and the rule that makes $K$ from $\gamma$ has the same form in every spin frame.

**Q:** Is there no case in which the operator itself stays put?

**A:** There is. Because $w$ is nowhere zero, $K$ is unchanged if and only if $U\gamma(r,r')U^\dagger=\gamma(r,r')$ for all $r\ne r'$. In a closed shell, where each spatial orbital is filled with both spins, $\gamma$ is proportional to the unit matrix in spin. Then every $U$ leaves $K$ alone. If every orbital is purely up or purely down along $z$, $\gamma$ is diagonal in spin, and so is the matrix of a rotation about $z$. They commute, and $K$ is unchanged by that rotation. A rotation about $x$ by anything other than a whole turn does change it if $\gamma^{\uparrow\uparrow}$ and $\gamma^{\downarrow\downarrow}$ differ.

**Q:** Are the orbital energies safe?

**A:** They are if the one-electron operator $h$, which holds the kinetic energy and the nuclear attraction, is free of spin. A rotation leaves $n(r)$ and hence $J$ unchanged, and both $h$ and $J$ commute with $U$. The Fock operator $F=h+J+K$ therefore becomes $UFU^\dagger$, which has the same eigenvalues. A self-consistent state turns into another self-consistent state of equal energy. With spin-orbit coupling or a magnetic field acting on spin, $h$ does not commute with every $U$, and for a $U$ that does not commute with $h$ the conclusion is no longer guaranteed. The obstacle lies in $h$, while the covariance of $K$ remains.

**Q:** Where did you need $U$ to be the same everywhere?

**A:** Not in the exchange energy. If $U$ depended on position, the density matrix would become $U(r)\gamma(r,r')U^\dagger(r')$. In $\mathrm{tr}[\gamma(r,r')\gamma(r',r)]$ the inner factors $U^\dagger(r')U(r')$ cancel, and the outer ones cancel by the cyclic rule. The kinetic energy is what needs a constant $U$:

$$-\tfrac12\nabla^2(U\varphi)=U\left(-\tfrac12\nabla^2\varphi\right)-(\nabla U)\cdot\nabla\varphi-\tfrac12(\nabla^2U)\,\varphi .$$

The last two terms vanish for constant $U$. In general they do not vanish otherwise, so the argument for the Fock eigenvalues is restricted to global rotations.

**Q:** The algebra is clear, but I would like to see a vector turning.

**A:** Any $2\times2$ matrix is a combination of the unit matrix and the three Pauli matrices. Write

$$\gamma(r,r')=\tfrac12\left[n(r,r')\,1+\mathbf m(r,r')\cdot\boldsymbol\sigma\right],\qquad n=\mathrm{tr}\,\gamma,\quad m_i=\mathrm{tr}(\sigma_i\gamma).$$

At $r=r'$ these are the density and the spin density vector, in units where one fully polarized electron contributes length one. For $r\ne r'$ they may be complex. The relation $\gamma(r',r)=\gamma(r,r')^\dagger$ gives $n(r',r)=n(r,r')^*$ and $m_i(r',r)=m_i(r,r')^*$. With $\mathrm{tr}\,\sigma_i=0$ and $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$,

$$\mathrm{tr}[\gamma(r,r')\gamma(r',r)]=\tfrac14\cdot2\left(|n|^2+|\mathbf m|^2\right)=\tfrac12\left(|n|^2+|\mathbf m|^2\right).$$

Hence

$$E_x=-\frac14\iint\frac{|n(r,r')|^2+|\mathbf m(r,r')|^2}{|r-r'|}\,dr\,dr'.$$

Under rotation $n$ is unchanged, and $m_i'=\mathrm{tr}(\sigma_iU\gamma U^\dagger)=\mathrm{tr}(U^\dagger\sigma_iU\,\gamma)$. The matrix $U^\dagger\sigma_iU$ is Hermitian and traceless, so it equals $\sum_jR_{ij}\sigma_j$ with real $R_{ij}$. The traces of products, $\mathrm{tr}(U^\dagger\sigma_iU\,U^\dagger\sigma_jU)=2\delta_{ij}$, give $RR^T=1$. Thus $\mathbf m'=R\mathbf m$, and $|\mathbf m|^2$ is preserved even for complex $\mathbf m$, because $R$ is real.

**Q:** And if I drop the off-diagonal blocks?

**A:** The diagonal blocks are $\tfrac12(n+m_z)$ and $\tfrac12(n-m_z)$. Their squared moduli add up to $\tfrac12(|n|^2+|m_z|^2)$, since the cross terms cancel. What remains is

$$E_x^{\rm diag}=-\frac14\iint\frac{|n|^2+|m_z|^2}{|r-r'|}\,dr\,dr'.$$

The off-diagonal blocks carried $|m_x|^2+|m_y|^2$. The truncated energy singles out the $z$ axis, although the Hamiltonian does not. If every orbital is purely up or purely down along $z$, nothing is lost, and this is the usual unrestricted exchange. A spin density that points along $z$ everywhere is not enough, because $m_x(r,r')$ or $m_y(r,r')$ can still be nonzero for $r\ne r'$. If a state of pure up and pure down orbitals is tipped by an angle $\theta$ from $z$, $m_z$ becomes $m_z\cos\theta$, and the fraction $\sin^2\theta$ of the spin term disappears from the truncated energy. Nothing is lost for a half turn, or for a closed shell, where $\mathbf m=0$.

**Q:** Could some other weight for the off-diagonal blocks also work?

**A:** Test it on one electron in a spatial orbital $\phi$ with its spin tipped by $\theta$ from $z$. The components are $c\,\phi$ and $s\,\phi$, with $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$. Give the blocks $\uparrow\uparrow$ and $\downarrow\downarrow$ the weights $a$ and $b$, and both off-diagonal blocks the weight $d$. The exchange energy is $-E_H$ times

$$a\,c^4+b\,s^4+2d\,c^2s^2 .$$

At $\theta=0$ this is $a$, and at $180^\circ$ it is $b$, so invariance needs $a=b$. At $90^\circ$ it is $(a+b+2d)/4$, and equality with $a$ needs $d=a$. The weights must be equal.

With all weights one, the sum is $(c^2+s^2)^2=1$. Exchange then cancels the Hartree energy, as it must, because one electron does not repel itself. With $d=0$ the sum is $c^4+s^4=1-2c^2s^2=1-\tfrac12\sin^2\theta$, which leaves a spurious energy

$$E_H+E_x^{\rm diag}=\tfrac12E_H\sin^2\theta .$$

For hydrogen, take the lowest eigenfunction of the one-electron Hamiltonian in the cc-pVTZ basis. Its Hartree energy is 0.3125 hartree. At $90^\circ$ the truncated form leaves $0.3125/2=0.1563$ hartree of self-repulsion. The full form leaves zero.

**Q:** An electron with the same spin direction everywhere, like that one, can be turned back to $z$. Show me a state in which no choice of axis removes the problem.

**A:** Take the hydrogen triangle with side 4 bohr and the 6-31G basis, now with self-consistent orbitals. Neighbouring spins tend to oppose each other, and three of them cannot all do so. The calculation starts with one electron per atom and spins in the $xz$ plane at 0, 120 and 240 degrees from $z$. The Fock matrix is diagonalized repeatedly until the density matrix stops changing.

The converged energy is $-1.4945$ hartree, with $120^\circ$ between the atomic spins. Each atomic spin has length 0.953, obtained by summing the diagonal elements of $\mathbf m$ over that atom's functions in the symmetrically orthonormalized basis. A start with two spins up and one down leads to a collinear solution at $-1.4927$ hartree, higher by 0.0018 hartree. I do not claim that the $120^\circ$ solution is the lowest possible. Hartree–Fock leaves out correlation, and the basis is small. In cc-pVTZ the energy falls to $-1.4987$ hartree, while the gap to the collinear solution stays 0.0018 hartree. The spin length depends on how the basis shares the density among atoms: the same rule gives 0.928 in cc-pVTZ and 0.823 in aug-cc-pVDZ.

**Q:** How is the exchange energy of the $120^\circ$ state divided?

**A:** The four terms of the charge and spin form are, in hartree:

- charge $n$: $-0.4916$
- spin $m_x$: $-0.2205$
- spin $m_y$: $-0.0034$
- spin $m_z$: $-0.2205$

They add up to $E_x=-0.9360$ hartree, or $-25.47$ eV. With a Hartree energy of 1.6853 hartree, the repulsion is $1.6853-0.9360=0.7493$ hartree up to rounding. These digits belong to 6-31G. In cc-pVTZ the four terms are $-0.4903$, $-0.2196$, $-0.0035$ and $-0.2196$ hartree, with $E_x=-0.9330$ and a Hartree energy of 1.6810 hartree, so the pattern is the same.

The $x$ and $z$ terms agree for a reason. The starting state is unchanged if the atoms are permuted cyclically and all spins are turned by $120^\circ$ about $y$. The Fock construction preserves this symmetry. The real part of $\iint w\,m_im_j^*\,dr\,dr'$, restricted to $x$ and $z$, is a symmetric $2\times2$ matrix that must survive a $120^\circ$ rotation. Its traceless part would turn by twice that angle, so it must vanish. The two diagonal elements are then equal.

**Q:** The spins lie in the $xz$ plane. Why is there any $m_y$ term?

**A:** The spin density has no $y$ component, but exchange uses $\mathbf m(r,r')$ at two points. The orbitals here are real. From the definition of $\sigma_y$,

$$m_y(r,r')=i\left[\gamma^{\uparrow\downarrow}(r,r')-\gamma^{\downarrow\uparrow}(r,r')\right],\qquad \gamma^{\downarrow\uparrow}(r,r')=\gamma^{\uparrow\downarrow}(r',r).$$

This changes sign when $r$ and $r'$ are interchanged, so it vanishes at $r=r'$ and may be nonzero elsewhere. Here it supplies 0.0034 hartree of the exchange energy in magnitude.

**Q:** Now turn the state.

**A:** Rotate all spins by $90^\circ$ about $x$, with $U=(1-i\sigma_x)/\sqrt2$. Then

$$U^\dagger\sigma_zU=\tfrac12\left(\sigma_z+i[\sigma_x,\sigma_z]+\sigma_x\sigma_z\sigma_x\right)=\sigma_y ,$$

because $[\sigma_x,\sigma_z]=-2i\sigma_y$ and $\sigma_x\sigma_z\sigma_x=-\sigma_z$. So $m_z'=m_y$, and the spins now lie in the $xy$ plane. The diagonal blocks account for these energies:

$$\text{before: }-0.4916-0.2205=-0.7121,\qquad \text{after: }-0.4916-0.0034=-0.4950\ \text{hartree}.$$

The off-diagonal blocks make up the difference. They hold $-0.2239$ hartree before and $-0.4409$ hartree after, and the four-block sum stays at $-0.9360$ hartree.

The truncated energy has moved by 0.217 hartree although nothing physical changed. That is about 120 times the 0.0018 hartree that separates the two self-consistent solutions. Before the rotation, too, the diagonal blocks missed 0.2239 hartree. No axis repairs this. Let $M_{ij}$ be the real part of $\tfrac14\iint w\,m_im_j^*\,dr\,dr'$ for the unrotated state. After a rotation, $m_z'=\mathbf e\cdot\mathbf m$, where the real unit vector $\mathbf e$ is the third row of $R$. The diagonal blocks then keep the spin energy $-\sum_{ij}e_iM_{ij}e_j$. The $xz$ part of $M$ is a multiple of the unit matrix, as shown above. The $xy$ and $zy$ elements vanish, because for real orbitals $m_x$ and $m_z$ are real and $m_y$ is imaginary. The eigenvalues of $M$ are therefore 0.2205, 0.2205 and 0.0034 hartree. The best axis keeps 0.2205 hartree in magnitude and still misses $0.2205+0.0034=0.2239$ hartree.

**Q:** And the orbital energies?

**A:** The highest occupied level of the full Fock operator is $-0.4467$ hartree in both orientations. If the same density matrix is kept and the off-diagonal blocks of $K$ are removed, the third level lies at $-0.2725$ hartree before the rotation and at $-0.1420$ hartree after it. In cc-pVTZ these three numbers become $-0.4483$, $-0.2758$ and $-0.1498$ hartree.

The operator itself does move, as covariance says. For the collinear solution, the same rotation about $x$ changes the largest-changing element of $K$ by 0.265 hartree in the orthonormalized 6-31G basis. A single matrix element depends on the basis, and in cc-pVTZ the largest change is 0.200 hartree.

**Q:** Then the equations have no preferred direction, but the solution has one.

**A:** Yes. The $120^\circ$ state picks a plane, and every rotated copy is an equally good solution. Exchange with all four blocks respects that equality. It does not restore the symmetry that a single determinant has broken, and it does not supply the correlation that a single determinant leaves out.
